# How orthogonalisation lets a closed-shell adsorbate lower a metal work function

## The decision

Suppose the vacuum level above a molecular layer on a metal is wanted. One can calculate the clean slab and the free layer separately and add their electrostatic potentials, or calculate both together in a larger and slower supercell. If the molecule has a closed shell and exchanges no electrons with the metal, the cheap route looks safe: two neutral, non-polar objects leave each other's vacuum level alone.

It is not safe. Adding the potentials means adding the densities, and two overlapping sets of filled orbitals do not have the sum of their separate densities. The Pauli principle changes the density in the overlap region, and the change can carry a dipole. Below, this contribution is isolated first and then weighed against screening, depolarisation and donation into empty states.

## Contribution 1: mixing of filled orbitals transfers nothing

Take one metal orbital $a$ and one adsorbate orbital $b$, real and normalised, with overlap $S=\int ab\,dV$. Each holds two electrons, and the state is a single Slater determinant. The shapes of $a$ and $b$ are frozen at those of the separated systems.

Electrons of equal spin in a determinant need orthonormal orbitals to give a simple density. Write $\phi=(a,b)$ as a row, with overlap matrix
$$O=\begin{pmatrix}1&S\\S&1\end{pmatrix}.$$
New orbitals $\phi T$ are orthonormal if $T^{\mathsf T}OT=1$. Then $O=(T^{\mathsf T})^{-1}T^{-1}$, so $TT^{\mathsf T}=O^{-1}$. With two electrons in each new orbital,
$$n=2\,\phi TT^{\mathsf T}\phi^{\mathsf T}=2\,\phi\,O^{-1}\phi^{\mathsf T}.$$

Now mix the filled orbitals by any invertible matrix $C$, so that $\phi\to\phi C$ and $O\to C^{\mathsf T}OC$. The density becomes
$$2\,\phi C\,(C^{-1}O^{-1}(C^{\mathsf T})^{-1})\,C^{\mathsf T}\phi^{\mathsf T}=2\,\phi\,O^{-1}\phi^{\mathsf T},$$
which is unchanged. Mixing a filled orbital with a filled orbital therefore moves no charge, as long as both combinations stay filled. On a metal this is a real condition: the coupling pushes the upper combination up in energy, and if it rises above the Fermi level it empties and the argument no longer applies. This is the sense of "no net charge transfer" here: both orbitals stay filled. It does not say that the number of electrons on each side of a chosen plane stays fixed.

## Contribution 2: orthogonalisation moves density

The inverse overlap matrix is
$$O^{-1}=\frac{1}{1-S^2}\begin{pmatrix}1&-S\\-S&1\end{pmatrix},\qquad n=\frac{2(a^2+b^2-2Sab)}{1-S^2}.$$
Subtract the superposed density $2a^2+2b^2$. Over the common denominator, the coefficient of $a^2+b^2$ is $1-(1-S^2)=S^2$, hence
$$\Delta n=\frac{2}{1-S^2}\left[S^2(a^2+b^2)-2Sab\right].$$

The two terms have separate meanings. The second removes a charge of shape $ab$, amounting to $4S^2/(1-S^2)$ electrons. The first returns the same number, half in the shape $a^2$ and half in the shape $b^2$. The total change is zero.

**Where density is lost.** Choose the sign of $b$ so that $S>0$. Where $ab>0$, the condition $\Delta n<0$ reads $S(a^2+b^2)<2ab$. Dividing by $Sab$ and writing $a/b=e^u$ gives $2\cosh u<2/S$, or
$$\left|\ln\frac ab\right|<\operatorname{arccosh}\frac1S .$$
Density is expelled from the region where the two amplitudes are comparable. Where nodes make $ab$ negative, both terms are positive and density grows. If symmetry makes $S=0$, nothing happens.

At a point where $a=b$,
$$n=\frac{4a^2(1-S)}{1-S^2}=\frac{4a^2}{1+S},$$
compared with $4a^2$ before: a reduction by the factor $1/(1+S)$.

**Why both orbitals must be filled.** The same density can be built from the bonding and antibonding combinations:
$$n=\frac{(a+b)^2}{1+S}+\frac{(a-b)^2}{1-S}.$$
The common numerator is $(1-S)(a+b)^2+(1+S)(a-b)^2=2a^2+2b^2-4Sab$, as required. Two electrons in the bonding orbital alone give $4a^2/(1+S)$ at $a=b$, against $2a^2$ for one electron in each separate orbital. That is a build-up, as in a covalent bond. The antibonding pair adds nothing at this point, although its two electrons raise the reference to $4a^2$. Filling it turns build-up into depletion.

**Whose electrons move?** Leave $b$ untouched and replace $a$ by $a'=(a-Sb)/\sqrt{1-S^2}$. Then
$$2a'^2-2a^2=\frac{2}{1-S^2}\left[S^2a^2+S^2b^2-2Sab\right]=\Delta n .$$
The whole change can be described as metal electrons pushed back by the adsorbate. Orthogonalising $b$ to $a$ instead gives the same $\Delta n$, so the assignment is a choice of description. The density is not.

## From displaced density to work function

Let $z$ point out of the metal, and define
$$z_a=\int za^2\,dV,\qquad z_b=\int zb^2\,dV,\qquad z_{ab}=\int zab\,dV .$$
The first moment of the electron-number change is
$$M=\int z\,\Delta n\,dV=\frac{4S^2}{1-S^2}\left[\frac{z_a+z_b}{2}-\frac{z_{ab}}{S}\right].$$
The bracket compares where charge is returned, on average the midpoint, with where it is taken, the centre $z_{ab}/S$ of the overlap charge. Two spherical orbitals of equal shape give no dipole, because their overlap charge is centred at the midpoint: depletion alone is not enough. Electrons move towards the metal if the overlap charge is centred beyond the midpoint.

For the sign of the potential, let $N(z)$ be $\Delta n$ integrated over a plane, and $A$ the area per pair. The charge density is $-eN/A$, so Poisson's equation is $\varphi''=eN/(\varepsilon_0A)$. With no field deep in the metal, integrate twice, the second time by parts:
$$\varphi(\infty)-\varphi(-\infty)=\frac{e}{\varepsilon_0A}\int_{-\infty}^{\infty}\!dz\int_{-\infty}^{z}\!N(z')\,dz'=-\frac{eM}{\varepsilon_0A}.$$
The boundary term vanishes because the total change is zero. An electron has potential energy $-e\varphi$, and the Fermi level is fixed relative to the metal interior, so
$$\Delta\Phi=\frac{e^2M}{\varepsilon_0A}.$$
Electrons displaced inward ($M<0$) lower the work function.

## What fixes the sign

Far from its centre, a state bound by energy $E$ decays essentially as $e^{-\kappa r}$ with $\kappa=\sqrt{2mE}/\hbar$. For the metal take $E=\Phi$, for the adsorbate its ionisation energy $I$. As a model, give both orbitals the 1s form $\sqrt{\kappa^3/\pi}\,e^{-\kappa r}$, with $a$ at $z=0$ and $b$ at $z=d$.

Spheroidal coordinates suit two centres:
$$r_a=\tfrac d2(\xi+\eta),\quad r_b=\tfrac d2(\xi-\eta),\quad z=\tfrac d2(1+\xi\eta),$$
with $\xi\ge1$, $|\eta|\le1$ and, after integration over the angle, $dV=2\pi(d/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta$. The exponent of $ab$ becomes
$$-\kappa_ar_a-\kappa_br_b=-p\xi+q\eta,\quad p=\tfrac d2(\kappa_a+\kappa_b),\quad q=\tfrac d2(\kappa_b-\kappa_a).$$
Define $A_n=\int_1^\infty\xi^ne^{-p\xi}d\xi$ and $B_n=\int_{-1}^1\eta^ne^{q\eta}d\eta$. Then
$$S=\frac{(\kappa_a\kappa_b)^{3/2}d^3}{4}(A_2B_0-A_0B_2),$$
$$\frac{z_{ab}}S=\frac d2+\delta,\qquad \delta=\frac d2\,\frac{A_3B_1-A_1B_3}{A_2B_0-A_0B_2}.$$
The last numerator comes from the extra factor $\xi\eta$ in $z$. Since $z_a=0$ and $z_b=d$, the midpoint cancels:
$$M=-\frac{4S^2}{1-S^2}\,\delta .$$

The denominator of $\delta$ is positive because $\xi^2>\eta^2$ inside the domain. Also $A_3>A_1$, because $\xi^3>\xi$. For $q>0$,
$$B_1=2\int_0^1\eta\sinh(q\eta)\,d\eta\;>\;B_3=2\int_0^1\eta^3\sinh(q\eta)\,d\eta>0 .$$
Hence $\delta>0$ and $M<0$ whenever $\kappa_b>\kappa_a$, that is, whenever $I>\Phi$. The adsorbate holds its electrons more tightly than the metal; this disfavours their loss to the metal and, in this model, also fixes the direction of the dipole. Within the model, an adsorbate softer than the metal reverses the sign.

Two limits show how the size behaves at fixed $d$ and $\Phi$. For nearly equal tails, $B_1\simeq2q/3$, $B_3\simeq2q/5$, $B_0\simeq2$ and $B_2\simeq2/3$, so
$$\delta\simeq\frac d2\,q\,\frac{5A_3-3A_1}{5(3A_2-A_0)},$$
and the dipole vanishes linearly with $\kappa_b-\kappa_a$. For a very compact adsorbate orbital, $a$ is nearly constant across $b$. Then $S\simeq a(d)\int b\,dV=8(\kappa_a/\kappa_b)^{3/2}e^{-\kappa_ad}$ and $\delta\to d/2$, giving
$$M\simeq-2dS^2=-128\,d\left(\frac{\kappa_a}{\kappa_b}\right)^3e^{-2\kappa_ad}.$$
This also tends to zero. The largest lowering lies at an intermediate $I$.

## A metal has many filled states

Let $m_k$ be the orthonormal filled metal states. Project $b$ onto them: $g=\sum_km_k\langle m_k|b\rangle$. Its squared norm is $s=\sum_k|\langle m_k|b\rangle|^2$. Choose $a=g/\sqrt s$, so that $\langle a|b\rangle=s/\sqrt s=\sqrt s$. The filled metal states can be rotated into $a$ and others orthogonal to $a$. Those others are orthogonal to $b$ too, since $a$ contains the whole projection of $b$. They drop out of $\Delta n$, and the two-orbital formula holds with $S=\sqrt s$.

For several orthonormal adsorbate orbitals, the singular-value decomposition of the metal–adsorbate overlap matrix rotates both sets so that each orbital overlaps with at most one partner. The density change is then a sum of independent pairs. This reduction is exact for frozen orbitals with all singular values below one. The sign proof is narrower, because the projected orbital $a$ need not be a 1s function; its moments must then be calculated, and the change of sign need not fall at $I=\Phi$.

## Numbers for a cold saturated molecule on tungsten

Take rough values $\Phi=4.5$ eV for tungsten and $I=12$ eV for a small saturated molecule, with $d=0.30$ nm and one contact pair per $A=0.25$ nm². Tungsten enters through the tail set by its work function. The decay constants are $\kappa_a=10.87$ and $\kappa_b=17.75$ nm⁻¹, so $p=4.292$, $q=1.032$ and $S=0.1639$.

The overlap charge removed and returned is
$$\frac{4(0.1639)^2}{1-(0.1639)^2}=0.110\ \text{electrons}.$$
Part of it returns within the depleted region, whose net loss is 0.048 electrons. Between the centres, this region covers $z=0.073$ to $0.248$ nm on the axis. At the equal-amplitude point, $z=0.160$ nm, the density falls to 0.859 of the superposed value. One bonding pair alone would raise it to 1.718 times its own reference.

The overlap charge is centred at 0.2042 nm, beyond the midpoint at 0.1500 nm. Thus
$$M=0.1104\,(0.1500-0.2042)\ \text{nm}=-0.0060\ \text{nm},$$
an outward dipole of 0.29 debye. With $e^2/\varepsilon_0=18.095$ eV nm,
$$\Delta\Phi=\frac{18.095\times(-0.005986)}{0.25}\ \text{eV}=-0.43\ \text{eV}.$$
Direct integration of Poisson's equation gives the same value. The metal side of the midplane gains 0.021 electrons, so a division of space by that plane would report a transfer although no occupation has changed.

With the other inputs fixed, $d=0.26$ nm gives $-0.72$ eV and $d=0.34$ nm gives $-0.25$ eV. An error of 0.04 nm in adsorption height therefore matters greatly. Varying $I$ at fixed $d$ gives zero at 4.5 eV, $-0.45$ eV at 8 eV, $-0.43$ eV at 12 eV and $-0.36$ eV at 16 eV, the rise and fall expected from the two limits.

## Weighing what was left out

**Screening by the metal.** This omission can by itself cancel the bare result. In a classical conductor, charge placed inside ends at the surface, on the image plane $z_{\rm im}$. Charge outside keeps its position. The moment becomes
$$M_{\rm scr}=\int_{z>z_{\rm im}}\!z\,\Delta n\,dV+z_{\rm im}\!\int_{z<z_{\rm im}}\!\Delta n\,dV=\int\max(z,z_{\rm im})\,\Delta n\,dV .$$

| Image plane (nm) | $\Delta\Phi$ (eV) |
|---|---|
| 0.00 | −0.31 |
| 0.05 | −0.20 |
| 0.10 | −0.09 |
| 0.15 | +0.01 |

Electrons pushed deep into the metal lose their lever arm, while those returned to the adsorbate keep theirs. The lowering shrinks, cancels near 0.15 nm and becomes a small rise for image planes somewhat further out. A sharp conductor is a crude picture over a tenth of a nanometre, where the screening charge is itself spread out. The table shows that frozen orthogonalisation alone cannot settle the final magnitude, or even guarantee the final sign.

**Depolarisation by neighbours.** Parallel dipoles side by side oppose one another. For a 1s electron in atomic units, the first-order response to a field is $\psi_1=-(1+r/2)z\psi_0$, so its polarisability is
$$2\left\langle z^2\left(1+\tfrac r2\right)\right\rangle=\tfrac23\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right)=\tfrac23(3+3.75)=4.5 .$$
Rescaling lengths for decay constant $\kappa_b$ and counting two electrons gives the volume $\alpha=9/(\kappa_b^4a_0)=0.00171$ nm³, where $a_0$ is the Bohr radius. On a square lattice of spacing $R=0.50$ nm, $p=p_0-9.03\,\alpha p/R^3$. This treats the dipoles as points at the height of the molecules. The dipole is then divided by 1.12, and the bare shift becomes $-0.39$ eV. The displaced charge is in fact spread out in height, which weakens its field at the neighbouring molecules, so for this orbital the correction is overestimated. On the other side, a real molecule with several filled orbitals is more polarisable than one 1s pair, and the softer metal orbital, about seven times more polarisable by the same formula, is not counted here; its response belongs to screening by the metal. Image fields are not included.

**Overlap between sites.** Neighbouring metal orbitals overlap by 0.071, adsorbate orbitals by 0.005, and a metal orbital with the next adsorbate by 0.011. The first is not negligible beside $S=0.164$, but orthogonalising all orbitals of the square lattice together still gives $-0.43$ eV.

**Real ionisation.** Moving an electron from the adsorbate to the Fermi level costs $I-\Phi$, less the image attraction of the hole. With the image plane at $z=0$ this is $12-4.5-1.2=6.3$ eV, against a thermal energy of 0.007 eV at 77 K. Ionisation is closed. Electron capture by the molecule would need a separate test of its empty level.

**Donation into empty states.** Suppose, for contrast, that $a$ were empty. To first order in the overlap, and with level shifts left out of the energy gap, $b$ becomes $b+ca$, up to normalisation, where $c=(V-SV_b)/(\Phi-I)$. Here $V$ is the matrix element of the metal site's attractive potential between $a$ and $b$, and $V_b$ is the mean of that potential in $b$. The term $-SV_b$ is needed because the orbitals overlap; it makes $c$ independent of the zero of potential. The 1s form of $a$ with binding energy $\Phi$ is the ground state in the potential energy $-2\Phi/(\kappa_ar_a)$, so this is the potential to use. It gives $V=-0.688$ eV, $V_b=-2.760$ eV and $c=0.031$. The moment of this pair changes by
$$2\left[\frac{d+2cz_{ab}}{1+2cS+c^2}-d\right],$$
which corresponds to $-0.18$ eV. Solving the two-orbital problem in full, with the potentials of both sites, gives $-0.25$ eV. About half of this arises because the Coulomb potential of the adsorbate site lowers the metal level, and a neutral molecule has no such long-range potential; without that lowering the result is $-0.13$ eV. That value still keeps the lowering of $b$ by $V_b$, which comes from an equally long-ranged model potential; with no relative shift of the two levels the result returns to $-0.18$ eV. The output below lists $c=0.092$ and $-0.75$ eV; those values omit the term $-SV_b$ and are far too large. With $a$ filled, this mixing does nothing, by the invariance shown at the start, provided the upper combination stays filled. In this two-orbital problem it rises by 0.25 to 0.37 eV, so a metal state close to the Fermi level would empty, and that response belongs to the relaxation of the metal. But a real metal also has empty states above the Fermi level, and the model does not say how strongly they couple. These values set a scale and are not a prediction. They have the same sign as push-back and are too large to dismiss unexamined.

## Beside the real case

Weakly held saturated layers on metals lower work functions by roughly some tenths of an electronvolt, up to about 1 eV. The bare $-0.43$ eV lies in that range, but this is no confirmation: $d$, $A$ and the shape of the metal orbital were chosen, and a real molecule touches the surface with several filled orbitals. Clean tungsten is reactive, so an intact, weakly held molecule presupposes a cold surface; a chemical bond would invalidate the model. The assumption most clearly broken is the frozen metal, and the screening estimate moves the result from $-0.43$ eV to a value between $-0.31$ and $+0.01$ eV for the image planes tried. Self-consistent relaxation and dispersion-induced dipoles are not included.

For the decision at the start, the combined supercell is needed wherever the filled orbitals overlap appreciably. It can also separate the causes. First superpose the frozen densities, then orthogonalise the frozen filled orbitals, then let the density relax. The change at the second step is push-back; the change at the third contains screening, polarisation and donation together. A lower work function by itself is not evidence of charge transfer. Apart from the donation estimate and the result for the whole lattice, the values used here are listed in the numerical output below.

## Table of computed values

```
Input work function (rough, tungsten): 4.5 eV
Input adsorbate ionisation energy (rough): 12.0 eV
Input distance of orbital centres: 0.30 nm
Input area per contact pair: 0.25 nm^2
Constant e/eps0: 18.0951 V nm
Metal decay constant: 10.868 1/nm
Adsorbate decay constant: 17.747 1/nm
Spheroidal parameter p: 4.2923 (no unit)
Spheroidal parameter q: 1.0319 (no unit)
Overlap S: 0.16387 (no unit)
Overlap charge removed and returned: 0.11037 electrons
Net electrons expelled from depleted region: 0.04848
Total electron-number change: 3.5e-13
Equal-amplitude point on axis: 0.1604 nm
Depleted interval on axis: 0.0732 to 0.2475 nm
Density ratio there, both orbitals filled: 0.8592
Density ratio there, one bonding pair only: 1.7184
Centre of overlap charge: 0.2042 nm
Midpoint of orbital centres: 0.1500 nm
Electron moment M: -0.005986 nm
Outward electric dipole: 0.2875 debye
Work-function change, bare pair model: -0.4333 eV
Same change from Poisson integration: -0.4333 eV
Resulting work function, bare pair model: 4.067 eV
Electrons gained on metal side of midplane: 0.02088
Change for distance 0.26 nm: -0.7157 eV
Change for distance 0.34 nm: -0.2525 eV
Change for ionisation energy 4.5 eV: -0.0000 eV
Change for ionisation energy 8.0 eV: -0.4455 eV
Change for ionisation energy 16.0 eV: -0.3609 eV
Screened change, image plane at 0.00 nm: -0.3071 eV
Screened change, image plane at 0.05 nm: -0.2038 eV
Screened change, image plane at 0.10 nm: -0.0884 eV
Screened change, image plane at 0.15 nm: 0.0065 eV
Adsorbate pair polarisability volume: 0.001714 nm^3
Square-lattice dipole sum: 9.0336 (no unit)
Depolarisation divisor: 1.1239 (no unit)
Bare change after depolarisation: -0.3855 eV
Neighbour overlap, metal-metal: 0.07106 (no unit)
Neighbour overlap, adsorbate-adsorbate: 0.00506 (no unit)
Neighbour overlap, metal-adsorbate: 0.01110 (no unit)
Image attraction of an adsorbate hole: 1.200 eV
Margin against real ionisation: 6.300 eV
Thermal energy at 77 K: 0.00664 eV
If metal orbital were empty, coupling: -0.6880 eV
If metal orbital were empty, mixing coefficient: 0.0917 (no unit)
If metal orbital were empty, change: -0.7532 eV
```
